Recursive Green's functions for rough ribbons, with current conservation as a check

Before a computed transmission is used to set a limit on edge roughness, one has to decide whether the missing conductance was reflected by the edges or lost in the calculation. The decision requires the reflection R from its own amplitudes. If R is obtained as N − T, where N is the number of open channels, the sum T + R = N says nothing. This note derives a scheme that delivers both, proves the sum rule, and shows which errors the rule cannot see.

**Model and conventions**

An electron of effective mass m moves in a ribbon with hard walls. On a square grid of spacing a, the second differences that replace −(ħ²/2m)∇² give an on-site energy 4J and a nearest-neighbour hopping −J, with

J = ħ²/(2ma²).

The ribbon is cut across into slices j = 1…L. Slice j has its own number of sites M_j, because a rough edge adds or removes sites. H_j is the Hamiltonian inside the slice, and V_j is the block of H in row j, column j+1. It equals −J between sites present in both slices and zero elsewhere. The stationary equation is

(E − H_j)ψ_j − V†_{j−1}ψ_{j−1} − V_jψ_{j+1} = 0.  (1)

Slices 1 and L have the full cross-section of two identical clean leads with M sites per slice. The energy E is real and not at a subband edge. T and R count one spin and one valley.

**Leads**

Since sin θ(i−1) + sin θ(i+1) = 2 cos θ sin θi, and the wave must vanish at i = 0 and i = M+1, the transverse modes and their energies are

χ_n(i) = √(2/(M+1)) sin(nπi/(M+1)),
ε_n = 4J − 2J cos(nπ/(M+1)).

The prefactor normalizes χ_n, because the squared sines sum to (M+1)/2. Inserting ψ_j = χ_nλ^j in (1) gives

E = ε_n − J(λ + 1/λ), or λ² − 2cλ + 1 = 0 with c = (ε_n − E)/(2J).

The two roots have product 1. For |c| > 1 the channel is closed, and the wave leaving the device has |λ_n| < 1. For |c| < 1 the channel is open, λ = exp(ika), and E = ε_n − 2J cos ka. Its velocity is

v_n = (1/ħ)dE/dk = (2Ja/ħ) sin ka,

so the wave leaving to the right has Im λ_n > 0. Define

Γ_n = 2J Im λ_n = ħv_n/a.

In the right lead every wave is outgoing: ψ_{L+1} = Λψ_L with Λ = Σ_n χ_nλ_nχ_n†. The lead coupling is −J, so (1) at slice L contains +JΛψ_L. The lead is thus replaced by adding to H_L the self-energy

Σ = −JΛ.

On the left, let channel n come in with unit amplitude at slice 1 and let ρ be the outgoing part there:

ψ_1 = χ_n + ρ,
ψ_0 = χ_n/λ_n + Λρ = Λψ_1 + (1/λ_n − λ_n)χ_n.

Putting ψ_0 into (1) at slice 1 gives

(E − H_1 − Σ)ψ_1 − V_1ψ_2 = J(λ_n − 1/λ_n)χ_n = iΓ_nχ_n,

where the last step uses 1/λ_n = λ_n* for an open channel. With G = (E − H − Σ_L − Σ_R)⁻¹, the wave is therefore

ψ_j = iΓ_n G_{j1}χ_n.  (2)

The amplitude of outgoing mode m is χ_m†ψ_L on the right and χ_m†ψ_1 − δ_mn on the left. Probability current is velocity times squared amplitude, so amplitudes must be multiplied by √(Γ_m/Γ_n). This gives

t_mn = i√(Γ_mΓ_n) χ_m†G_{L1}χ_n,
r_mn = −δ_mn + i√(Γ_mΓ_n) χ_m†G_{11}χ_n.  (3)

T and R are the sums of |t_mn|² and |r_mn|² over open channels.

**Recursion**

Let G^(j) be the Green's function of slices 1…j alone, with the left lead attached, and let g_j be its last diagonal block. Write A_j = E − H_j, with Σ subtracted at slice 1 and at slice L. Adding slice j to the known G^(j−1), the first block column obeys two equations. The rows of the old slices give

G^(j)_{i1} = G^(j−1)_{i1} + G^(j−1)_{i,j−1}V_{j−1}G^(j)_{j1}.  (4)

The row of the new slice gives

A_jG^(j)_{j1} = V†_{j−1}G^(j)_{j−1,1}.

Use (4) with i = j−1 on the right-hand side and collect the terms in G^(j)_{j1}:

(A_j − V†_{j−1}g_{j−1}V_{j−1})G^(j)_{j1} = V†_{j−1}G^(j−1)_{j−1,1}.

The same elimination with a unit source on slice j shows that the inverse of the bracket is g_j. Hence

g_j = (A_j − V†_{j−1}g_{j−1}V_{j−1})⁻¹,
G^(j)_{j1} = g_jV†_{j−1}G^(j−1)_{j−1,1},
G^(j)_{1j} = G^(j−1)_{1,j−1}V_{j−1}g_j,

and (4) with i = 1 updates the corner block G_{11}.

Only open channels enter (3). Let P be the M×N matrix with columns √Γ_n χ_n, and carry C = G_{j1}P, B = P†G_{1j} and K = P†G_{11}P.

```
for j = 1 … L:
    A = E − H[j]
    if j = 1: A = A − Σ
    else:     A = A − V[j−1]† g V[j−1]
    if j = L: A = A − Σ
    g = inverse(A)
    if j = 1:
        C = g P;  B = P† g;  K = P† C
    else:
        C = g V[j−1]† C
        K = K + B V[j−1] C      (old B, new C)
        B = B V[j−1] g
r = −1 + iK
t = iP†C
```

The order of the last three updates matters: K needs the old B and the new C. B is kept separately because a magnetic field makes V complex, and then G is no longer symmetric.

**Conservation**

Let Γ be the matrix equal to PP† on slices 1 and L and zero elsewhere. From Σ = −JΛ follows Σ − Σ† = −2iJ Σ_n χ_n(Im λ_n)χ_n† = −iPP†. To see what a small imaginary energy does, replace E by E + iη in the device but not in the leads. Since H is Hermitian,

G⁻¹ − (G⁻¹)† = i(Γ + 2η).

Multiply by G† from the left and by G from the right. The left side becomes G† − G, so

i(G − G†) = G†(Γ + 2η)G.  (5)

From r = −1 + iK,

r†r = 1 − i(K − K†) + K†K.

Here K†K = P†G_{11}†PP†G_{11}P and t†t = P†G_{L1}†PP†G_{L1}P. Together they are the Γ part of the right side of (5), taken in block 11 and projected with P. The term i(K − K†) is the left side of (5), projected in the same way. What remains is

r†r + t†t = 1 − 2η Σ_j P†G_{j1}†G_{j1}P.  (6)

For η = 0 each diagonal element states that one incoming channel is fully accounted for. Its trace is T + R = N. The separate column sums are the sharper check, since errors in two columns can cancel in the trace.

For η > 0 the trace gives

N − T − R = 2η Σ_n Γ_n Σ_j |G_{j1}χ_n|².

By (2), Γ_n|G_{j1}χ_n|² = |ψ_j|²/Γ_n. The incident current is Γ_n/ħ, so the sum over slices is the dwell time τ_n divided by ħ. The deficit is absorption, 2ητ_n/ħ for each channel, and not rounding error.

The current can also be followed inside the ribbon. The rate at which slice j feeds slice j+1 is

I_j = (2/ħ) Im(ψ†_{j+1}V†_jψ_j).

For a plane wave, V = −J and ψ_{j+1} = e^{ika}ψ_j give (2J/ħ) sin ka = Γ_n/ħ, as they should. For η = 0 no slice gains or loses charge in a stationary state, so I_j is the same at every cut.

**Independent tests**

The amplitudes (3) were compared with a direct solution of (1) for the outgoing amplitudes, without a Green's function. The ribbon had 14 slices, leads of 9 sites, walls displaced at random by up to two sites, and E = 1.5J. The comparison was made without a field and with a hopping phase of 0.15 radian per row. The largest difference in any complex amplitude was 2×10⁻¹⁵. The current through every cut agreed with the transmitted fraction to 1×10⁻¹⁵.

A case with a closed form is a clean ribbon in which one slice is raised by a uniform potential U. The modes do not mix. On that slice the clean Green's function of mode n is

1/(E − ε_n + 2Jλ_n) = 1/[J(λ_n − 1/λ_n)] = 1/(iΓ_n).

The wave on the slice is then 1/(1 + iU/Γ_n) times the incident one, and

T = Σ_n 1/[1 + (U/Γ_n)²].

The recursion passed this test at U = 0.7J. The formula also shows why a channel just above its threshold is fragile: Γ_n is small there, and a weak potential reflects it.

**A silicon ribbon**

The example is a thin (001) silicon film in which the two valleys with in-plane mass 0.19 m_e are occupied. The ribbon is 12 nm wide and the film 3 nm thick. The Fermi energy is 70 meV above the film subband. Each edge is an independent Gaussian process with rms 0.8 nm and an exponential correlation of length 10 nm. The rough section is 40 nm long and joins the smooth leads abruptly, so steps at its two mouths are part of the model.

With a = 0.5 nm, J = 0.802 eV and M = 12/0.5 − 1 = 23. The lead subbands start at 13.7, 54.7 and 122.1 meV, so N = 2. The channel rates are Γ_1 = 0.421 eV and Γ_2 = 0.221 eV. For the first ribbon of the ensemble:

Into channel 1: |t_11|² + |t_21|² + |r_11|² + |r_21|²
= 0.739 + 0.150 + 0.011 + 0.100 = 1.000.

Into channel 2: |t_12|² + |t_22|² + |r_12|² + |r_22|²
= 0.042 + 0.148 + 0.100 + 0.710 = 1.000.

Here the heading names the incoming channel. The totals are T = 1.080 and R = 0.920. With two spins and two valleys the low-bias conductance is 4(e²/h)T = 167 μS on this grid. Channel 2 carries most of the loss.

The local width is likely to be part of the reason. Channel 2 of a uniform section of width W starts at (ħ²/2m)(2π/W)². It is closed at energy E if

W < 2π√(ħ²/(2mE)) = 10.6 nm.

This ribbon narrows to 10.0 nm; the length of its narrow parts was not examined. In a closed section the amplitude falls by λ_2 per slice and the transmission by λ_2². This was tested on a centred, uniform section 10 nm wide between the 12 nm leads, where symmetry keeps channels 1 and 2 apart. Between lengths of 30 and 40 nm the transmission of channel 2 followed the predicted factor within one part in a thousand. On the 0.5 nm grid the decay length of the transmission is 2.4 nm. A narrow section 10 nm long still passes 3.4 % of channel 2, and one 30 nm long passes 9×10⁻⁶; in the continuum limit these values fall to 2.7 % and 5×10⁻⁶. A shallow narrowing like this one therefore blocks the channel only if it is long compared with the decay length. A deep one blocks it even when short: in the continuum limit a section 6 nm wide and one tenth of its decay length long passes only 3 % of channel 2.

The ensemble shows the same trend. Of 100 ribbons with edges rounded to the 0.5 nm grid, 81 fall below the critical width somewhere; their mean T is 1.22. The other 19 have a mean of 1.79. The difference, 0.57, has a standard error of 0.04. On a 0.25 nm grid the split is 76 to 24 with means of 1.17 and 1.76, so the trend survives refinement while the second decimal moves. This grouping alone would not prove a cause, since narrow ribbons may also be rougher in other respects; the uniform section shows one mechanism, but not how much of the difference it explains. Changes in width also partly reflect a channel that stays open. Taking the first 20, 40 and 80 nm of the same edges gives mean T of 1.53, 1.33 and 1.13, with standard deviations between ribbons of 0.37, 0.33 and 0.26. A single ribbon is a poor estimate of the mean.

**Failure modes**

*Missing velocity factors.* If the factors √(Γ_m/Γ_n) are left out, the first ribbon gives a sum of 2.16 instead of 2. The check catches this because the channels mix and have unequal velocities. With one open channel the factor is 1 and the omission would be harmless.

*Finite η.* With η = 0.1 meV the sum falls short of 2 by 0.088, and with 0.01 meV by 0.0090. The second value corresponds to a dwell time, summed over both channels, of ħ × 0.0090/(2 × 10⁻⁵ eV), or 0.30 ps. With the lead self-energy in closed form, no η is needed in this calculation.

*A wrong Hermitian device.* Raising all slices between the two end slices by 5 meV, as an error in the potential might do, changes T from 1.080 to 0.986. The sum remains 2.000. Equation (6) never asks whether H describes the intended ribbon.

*A coarse grid.* The first ribbon gives T = 1.080, 1.024 and 1.024 for a = 0.5, 0.25 and 0.125 nm, with the same continuous edges sampled on each grid. The finer value lowers the conductance to about 159 μS. The repeated third decimal is accidental: shifting the sampling points gives 1.029 at 0.25 nm and values from 1.01 to 1.08 at 0.5 nm, and a = 0.0625 nm with interpolated edges gives 1.030. Over 20 ribbons, going from 0.5 to 0.25 nm changes T by −0.018 on average and by 0.058 rms. In the whole 0.5 nm ensemble the sum rule holds to 4×10⁻¹⁴. That figure measures arithmetic, and the discretization error is some twelve orders of magnitude larger. Refinement alters both the dispersion and the rounding of the edges to grid nodes; their shares were not separated.

*Singular cases.* At a subband edge Γ_n vanishes and N changes, so E must be moved off it. A group of sites cut off from both leads makes A singular if E hits one of its levels. Such islands carry no current and should be removed. A bound state in a closed channel has the same effect if nothing mixes it with the open channels, as in a symmetric ribbon; E must then be moved off its level. Because the recursion inverts truncated systems, the same happens at levels of slices 1…j alone, which need not be levels of the whole device; close to one, digits are lost and the sum rule shows it.

**Stability and cost**

In a uniform section the recursion replaces g, mode by mode, by 1/(E − ε_n − J²g). The value g = −λ_n/J is a fixed point, because E − ε_n + Jλ_n = −J/λ_n. A small deviation from it is multiplied by J²g² = λ_n² at each slice, so g settles to this value in closed channels but not in open ones. Closed channels therefore damp errors, while open channels, with |λ_n| = 1, carry them without growth at this order. At the fixed point the propagated column obeys C_j = g(−J)C_{j−1} = λ_nC_{j−1}, which also decays for closed channels. A plain transfer matrix contains the factor 1/λ_n as well and amplifies rounding errors in long or wide ribbons.

Each slice costs one inversion of order M³. The products with V are cheap, because V only selects and scales sites. The work is of order LM³ and the working storage of order M², if H_j and V_j are generated when needed. Dense inversion of the whole device would cost (LM)³, a factor L² more. Halving a at fixed ribbon size doubles both L and M and multiplies the work by 16.

**How far the number applies to a device**

The edge parameters lie roughly in the range of lithographic lines. The sheet density, 8.6×10¹² cm⁻², is that of strong inversion, and a 12 nm ribbon in a 3 nm film is small. At 4 K thermal smearing is negligible: the thermal average of T for the first ribbon is 1.083 on the 0.5 nm grid. The values of T below also refer to this ribbon and grid. With hard film walls the other four valleys start at 177 meV; a 3 eV oxide barrier lowers this to about 95 meV. They are empty at 4 K, but at 300 K and the same Fermi energy they would then hold roughly a third of the electrons of an extended film, which the model omits. One assumption that fails in real devices is that edges are the sole scatterers. Rough mobilities of 1000 cm²/Vs at 4 K and 200 cm²/Vs at 300 K imply mean free paths ℓ of about 35 and 7 nm in channel 1, and half as much in the slower channel 2. The crude interpolation 2ℓ/(2ℓ + 40 nm), which has the Drude limit for a long ribbon, then reduces the conductance of even a smooth ribbon to about 0.55 and 0.2 of its ballistic value. The coherent average at 300 K, T of about 1.3, is therefore no room-temperature prediction.

The result is also sensitive to the potential. Moving the Fermi energy by −5 or +5 meV gives T = 1.00 or 1.41 (0.99 or 1.29 on the 0.125 nm grid). One atomic layer less in film thickness raises the level by 4.4 meV with hard walls (3.7 meV with a 3 eV barrier), and nonparabolicity raises the mass by roughly 12 %. Side walls of finite height act roughly like hard walls moved outward by about 0.4 nm on each side, so the width here must be read as an electrical width. With 13 nm instead of 12 nm, at the same Fermi energy and edge displacements, T is 1.84 (1.97 on the 0.125 nm grid). At the mean permittivity of silicon and oxide, a single trapped charge 3 nm away produces about 60 meV before screening; in a film this thin between oxides it produces more. At 10¹¹ cm⁻², about 0.5 traps are expected on one face of the rough section and 1.2 on its whole perimeter. Self-consistent electrostatics and valley splitting are left out. An edge specification drawn from this model thus needs an ensemble, a refined grid and a realistic potential, in addition to a closed current balance. The remaining digits are in the numerical output.

Table of computed values

```
width, film, rough length: 12.0, 3.0, 40.0 nm
edge rms, correlation length, grid: 0.8, 10.0, 0.5 nm
in-plane mass 0.19 m_e; Fermi energy 70.0 meV
hopping: 0.8021 eV; lead sites per slice: 23
lead subbands 1-3: [ 13.72  54.66 122.11] meV
open channels: 2; sheet density 8.57e+12 cm^-2
open-channel wavenumbers: [0.5313 0.2768] 1/nm
open-channel gamma: [0.4212 0.2213] eV
small test: amplitude error 2.3e-15, cut-current error 1.2e-15
lead self-energy, closed form minus decimation: 3.9e-08 eV
ribbon 1 |t_mn|^2 rows: [[0.73889, 0.04199], [0.15049, 0.14833]]
ribbon 1 |r_mn|^2 rows: [[0.01069, 0.09992], [0.09992, 0.70976]]
ribbon 1: T = 1.079697, R = 0.920303, T+R = 2.000000
ribbon 1: |T+R-N| = 0.0e+00
ribbon 1 conductance (spin 2, valley 2): 167.31 uS
ribbon 1 narrowest width: 10.0 nm
sum without velocity factors: 2.15881
device wrongly raised 5 meV: T = 0.98610, T+R = 2.000000
N-T-R for eta 0.1 meV: 0.08759; for 0.01 meV: 0.00904
critical width of channel 2: 10.634 nm
10 nm wide section: channel-2 decay length 2.427 nm
its channel-2 transmission, 10 and 30 nm long: 0.0344, 9.235e-06
100 ribbons, 20 nm: mean T 1.5324, std 0.3710
100 ribbons, 40 nm: mean T 1.3259, std 0.3288
100 ribbons, 80 nm: mean T 1.1250, std 0.2589
largest |T+R-N| in ensemble: 4.1e-14
40 nm, narrowest width below critical: 81 ribbons, mean T 1.2178
40 nm, never below critical: 19 ribbons, mean T 1.7866
standard error of that difference: 0.0432
ribbon 1 T at grid 0.5, 0.25, 0.125 nm: 1.0797, 1.0236, 1.0241
grid 0.5 to 0.25 nm, 20 ribbons: mean change -0.0182, rms 0.0581
ribbon 1 T at Fermi energy -5 meV: 0.9964
ribbon 1 T at Fermi energy +5 meV: 1.4135
ribbon 1 coherent thermal mean T: 4 K 1.0826, 300 K 1.2863
mean free path, rough mobility 1000 (4 K), 200 (300 K) cm2/Vs: 34.6, 6.9 nm
lowest level of the other four valleys: 177.1 meV
nonparabolic mass rise (rough 0.5 per eV): 11.6 %
film thinner by one atomic layer: level up 4.43 meV
wall penetration per side (rough 3 eV, 0.5 m_e): 0.419 nm
ribbon 1 T if electrical width is 13 nm: 1.8355
unscreened trap potential at 3 nm (permittivity 7.8): 61.5 meV
traps on the rough section at a rough 1e11 cm^-2: 0.48
```
